\section*{Frequency Range, Step and Smearing for the Real Phonon Self-Energy}

\section{A shift with the wrong sign}

In a model of silicon at 300 K, the cubic anharmonic bubble lowers the zone-centre optical phonon by $1.85\ \mathrm{cm^{-1}}$. If the same calculation stores the imaginary part of the self-energy only up to the highest phonon frequency, the bubble appears to raise the phonon by $0.88\ \mathrm{cm^{-1}}$. The interatomic forces, the wave-vector mesh and the temperature are the same in both cases. The difference is the range of the frequency grid.

Programs that compute phonon linewidths may offer a frequency range, a frequency step and a smearing width. For a linewidth, one value of the imaginary part is enough. For a line shift, the whole imaginary part enters through a Kramers--Kronig transform, and a static quartic term must be added that the transform cannot supply. This guide derives both parts and shows how to choose the settings.

\section{The two parts of the self-energy}

Let $Q$ be the mass-weighted normal coordinate of the optical mode, with bare frequency $\omega_0$. Let $x_a$ be the other normal coordinates, taken real, with frequencies $\omega_a$. At a frozen value of $Q$ the other modes have the dynamical matrix
\begin{equation}
D_{ab}(Q)=\omega_a^2\delta_{ab}+Q D'_{ab}+\tfrac12Q^2D''_{ab},
\end{equation}
and their potential energy is $\frac12\sum_{ab}x_aD_{ab}x_b$. Thus $D'$ is the cubic vertex and $D''$ the quartic one. With $B=\frac12\sum_{ab}D'_{ab}x_ax_b$, the equation of motion is
\begin{equation}
\ddot Q=-\omega_0^2Q-B-\tfrac12Q\sum_{ab}D''_{ab}x_ax_b .
\end{equation}
The thermal average of $B$ at $Q=0$ is a mean force on the sublattices. It vanishes in the diamond structure, because no vector is invariant under the tetrahedral site symmetry. The cell is held fixed for now; thermal expansion comes later.

To lowest order, $B$ responds linearly, $\delta\langle B\rangle=R(\omega)Q$, and the last term is replaced by its average. For motion as $e^{-i\omega t}$ this gives
\begin{equation}
\omega^2=\omega_0^2+R(\omega)+L\equiv\omega_0^2+2\omega_0\Sigma(\omega),\quad
L=\tfrac12\sum_aD''_{aa}\langle x_a^2\rangle .
\end{equation}
Since $\langle x_a^2\rangle=\hbar(2n_a+1)/(2\omega_a)$, with $n_a$ the Bose occupation, the loop contributes
\begin{equation}
\Delta_4=\frac{L}{2\omega_0}=\sum_a\frac{\hbar D''_{aa}(2n_a+1)}{8\omega_0\omega_a}.
\label{loop}
\end{equation}
It is real and independent of frequency.

For the bubble, the linear-response formula for states $l,m$ with probabilities $p_l$ and $\omega_{ml}=(E_m-E_l)/\hbar$ is
\begin{equation}
R=\frac1\hbar\sum_{lm}p_l|B_{ml}|^2
\left[\frac1{\omega-\omega_{ml}+i0}-\frac1{\omega+\omega_{ml}+i0}\right].
\end{equation}
Take a pair $a\ne b$. Its two equal terms in $B$ add to $D'_{ab}x_ax_b$, and every squared matrix element has the factor $\hbar^2D'^2_{ab}/(4\omega_a\omega_b)$. Creating both phonons gives $(n_a+1)(n_b+1)$ at $\omega_{ml}=\omega_a+\omega_b$. Destroying both gives $n_an_b$ at the opposite frequency, where the bracket changes sign. The net weight is
\begin{equation}
(n_a+1)(n_b+1)-n_an_b=n_a+n_b+1 .
\end{equation}
Creating $a$ and destroying $b$, less the reverse process, gives
\begin{equation}
(n_a+1)n_b-n_a(n_b+1)=n_b-n_a
\end{equation}
at $\omega_a-\omega_b$. A sum over ordered pairs counts each pair twice and needs a factor $\frac12$. Division by $2\omega_0$ then gives the pole weights
\begin{equation}
W=\frac{\hbar|D'_{ab}|^2}{16\omega_0\omega_a\omega_b}\times
\begin{cases}n_a+n_b+1,&\Omega=\omega_a+\omega_b,\\ n_b-n_a,&\Omega=\omega_a-\omega_b.\end{cases}
\label{weights}
\end{equation}
The case $a=b$ fits too: $B=\frac12D'_{aa}x_a^2$ gives $\frac14[(n_a+1)(n_a+2)-n_a(n_a-1)]=\frac12(2n_a+1)$ times $\hbar^2D'^2_{aa}/(4\omega_a^2)$, which is the ordered-pair weight.

In a crystal, the real coordinates combine waves at $\mathbf q$ and $-\mathbf q$, which have equal frequencies. Such a unitary mixing leaves the sum of $|D'_{ab}|^2$ over equal-frequency modes unchanged. The pair sum therefore becomes a sum over $\mathbf q$ and over ordered pairs of branches. If $u$ is the relative shift of the two sublattices, each cell has kinetic energy $\frac12(M/2)\dot u^2$, where $M$ is the atomic mass. For $N$ cells $u=Q\sqrt{2/(NM)}$, so
\begin{equation}
|D'|^2=\frac{2}{NM}\left|\frac{\partial D}{\partial u}\right|^2,\qquad
D''=\frac{2}{NM}\frac{\partial^2D}{\partial u^2}.
\end{equation}
The factor $1/N$ turns the sum over $\mathbf q$ into a mesh average. Both vertices thus follow from dynamical matrices of crystals with slightly shifted sublattices.

The prefactors were tested on three oscillators with frequencies $1$, $0.83$ and $0.37$ and $\hbar=1$, coupled by $0.002\,Qxy+\frac14(2\times10^{-5})Q^2x^2$. With no quantum in $x$ and two in $y$, exact diagonalization in a truncated basis shifts the first $Q$ excitation by $-1.98295\times10^{-5}$. Equations (\ref{loop}) and (\ref{weights}) give $-1.98303\times10^{-5}$.

\section{Why the whole range matters}

Write $\Sigma=\Delta_B-i\Gamma+\Delta_4$. Since $1/(x+i0)=P(1/x)-i\pi\delta(x)$,
\begin{align}
\Delta_B(\omega)&=\sum W\,P\left[\frac1{\omega-\Omega}-\frac1{\omega+\Omega}\right],\label{direct}\\
\Gamma(\omega)&=\pi\sum W[\delta(\omega-\Omega)-\delta(\omega+\Omega)].
\end{align}
Integrating $\Gamma$ against $1/(\omega-\omega')$ reproduces the first line term by term:
\begin{equation}
\Delta_B(\omega)=\frac1\pi P\!\!\int_{-\infty}^{\infty}\frac{\Gamma(\omega')}{\omega-\omega'}d\omega'
=\frac2\pi P\!\!\int_0^\infty\frac{\omega'\Gamma(\omega')}{\omega^2-\omega'^2}d\omega'.
\label{kk}
\end{equation}
The second form uses $\Gamma(-\omega)=-\Gamma(\omega)$. For positive $\Gamma$, decay channels above $\omega$ push the phonon down and channels below push it up. The spectrum reaches twice the top phonon frequency, because two phonons are created together. A grid that ends at the top phonon frequency drops channels that all push downwards.

In the example $\omega_0=594.8\ \mathrm{cm^{-1}}$ and the cut lies at $594.3\ \mathrm{cm^{-1}}$, the highest frequency on the wave-vector mesh, which does not contain the zone centre itself. The dropped part amounts to $-1.85-0.88=-2.73\ \mathrm{cm^{-1}}$. From 300 to 400 K the correct bubble moves by $-0.28\ \mathrm{cm^{-1}}$ and the truncated one by $+0.25\ \mathrm{cm^{-1}}$, so the temperature trend is reversed as well.

The truncated value also depends on the step. The cut leaves a jump of $\Gamma$ next to $\omega_0$, and a jump gives a logarithm. On the alternate-point grid described below, the nearby points contribute $(2/\pi)\Gamma(\omega_0)\sum1/m$ over odd $m$ up to some $m_{\max}\propto1/h$, where $h$ is the step. This sum grows as $\frac12\ln m_{\max}$. Halving the step therefore adds about $\Gamma(\omega_0)\ln2/\pi=0.43\times0.693/\pi\approx0.09\ \mathrm{cm^{-1}}$, as long as $h$ exceeds the $0.5\ \mathrm{cm^{-1}}$ between cut and phonon. The value $+0.88$ belongs to $h=5\ \mathrm{cm^{-1}}$.

At high frequency, equation (\ref{direct}) falls as $2\sum W\Omega/\omega^2$, whereas $\Delta_4$ stays constant. A constant has no imaginary part, so no refinement of $\Gamma$ can recover it. The bubble value used here belongs to a mesh of 6912 wave vectors; finer meshes move it, and the total with it, by $+0.02\ \mathrm{cm^{-1}}$. At 300 K the loop is $-2.58\ \mathrm{cm^{-1}}$, which is 58\% of the fixed-volume shift
\begin{equation}
-1.85-2.58=-4.43\ \mathrm{cm^{-1}}=-0.549\ \mathrm{meV}.
\end{equation}

\section{Choosing the step}

On a finite mesh the delta functions are replaced by normalized Gaussians $g$ of standard deviation $s$. The principal-value integral is then evaluated at every second grid point, which avoids the singular point:
\begin{equation}
\Delta_B(\omega_i)\simeq\frac{2h}{\pi}\sum_{j-i\ \mathrm{odd}}\frac{\Gamma(\omega_j)}{\omega_i-\omega_j}.
\label{sum}
\end{equation}
The spacing of the points used is $2h$, hence the factor 2.

The accuracy of this rule follows from its action on one Fourier component $e^{i\omega't}$. With $\omega'=\omega+y$, the integral is
\begin{equation}
P\!\!\int\frac{e^{i\omega't}}{\omega-\omega'}d\omega'
=-e^{i\omega t}P\!\!\int\frac{e^{iyt}}{y}dy=-i\pi\,\mathrm{sgn}(t)e^{i\omega t}.
\end{equation}
The sum has $y=mh$ with $m$ odd. Cosines cancel between $m$ and $-m$, and sines add:
\begin{equation}
-2he^{i\omega t}\sum_{m\ \mathrm{odd}}\frac{e^{imht}}{mh}
=-4ie^{i\omega t}\sum_{m=1,3,\ldots}\frac{\sin(mht)}m .
\end{equation}
The last sum is the Fourier series of a square wave, $\frac\pi4\mathrm{sgn}[\sin(ht)]$. The result is $-i\pi\,\mathrm{sgn}[\sin(ht)]e^{i\omega t}$, which equals the integral for $0<|t|<\pi/h$. Components beyond $\pi/h$ can have the wrong sign, and their error is then $2\pi$ in magnitude.

A Gaussian has Fourier amplitude $e^{-s^2t^2/2}$. The error of its transform is therefore at most
\begin{equation}
\frac{2}{2\pi}\int_{\pi/h}^{\infty}2\pi e^{-s^2t^2/2}dt
=\frac{\sqrt{2\pi}}s\,\mathrm{erfc}\!\left(\frac{\pi s}{\sqrt2\,h}\right),
\end{equation}
where the leading 2 counts both signs of $t$. Each pole weight carries two Gaussians, so the total error is at most $2\sum|W|$ times this expression. It depends on $h/s$ through a function that falls faster than any power of $h$.

The comparison needs a direct sum with the same smearing. The transform of one Gaussian is
\begin{align}
P\!\!\int\frac{g(y)}{x-y}dy&=\frac1{2\pi}\int e^{-s^2t^2/2}[-i\pi\,\mathrm{sgn}(t)]e^{ixt}dt\nonumber\\
&=\int_0^\infty e^{-s^2t^2/2}\sin(xt)\,dt=\frac{\sqrt2}{s}F\!\left(\frac{x}{\sqrt2\,s}\right),
\label{daw}
\end{align}
where $F(z)=e^{-z^2}\int_0^ze^{v^2}dv$ is the Dawson function. Replacing each $1/(\omega\mp\Omega)$ in equation (\ref{direct}) by this function gives the reference.

For $s=10\ \mathrm{cm^{-1}}$ and a mesh of 2048 wave vectors, the largest difference at 25 frequencies was $0.43\ \mathrm{cm^{-1}}$ for $h=2s$, $0.009\ \mathrm{cm^{-1}}$ for $h=s$ and $2\times10^{-9}\ \mathrm{cm^{-1}}$ for $h=s/2$. All lie below the bound, which is far from tight because it adds the errors of all poles without cancellation. With Gaussian smearing, $h=s/2$ is sufficient here, and a finer step gains nothing of use.

Lorentzian smearing of half-width $\eta$ behaves differently. Its Fourier amplitude is $e^{-\eta|t|}$, and the same argument bounds the error per Lorentzian by $(2/\eta)e^{-\pi\eta/h}$. At $h=\eta/2$ the exponential is still $0.002$, so a finer step is needed for the same relative accuracy. Its algebraic tails also require a wider range.

\section{Choosing the smearing and the mesh}

A small difference between transform and direct sum shows that the frequency integral is accurate. It says nothing about the mesh, since both use the same poles.

Outside the two-phonon spectrum the smearing can be removed. For large $z$, $F(z)\simeq1/(2z)+1/(4z^3)$, so equation (\ref{daw}) becomes $1/x+s^2/x^3$. The error is quadratic in $s$. At $1484\ \mathrm{cm^{-1}}$, which is 1.25 times the highest pole, the unsmeared sum is $1.163\ \mathrm{cm^{-1}}$. The transform differs from it by $3.10\times10^{-3}\ \mathrm{cm^{-1}}$ for $s=20\ \mathrm{cm^{-1}}$ and by $7.7\times10^{-4}\ \mathrm{cm^{-1}}$ for $s=10\ \mathrm{cm^{-1}}$. The ratio is 4.02.

Inside the spectrum the unsmeared sum is a poor reference. Suppose the poles near $\omega$ have density $\rho$ and similar weight $W$, so that $\Gamma\simeq\pi W\rho$. The nearest pole is typically at a fraction of the mean spacing $1/\rho$, so it contributes a few times $W\rho\simeq\Gamma/\pi$, that is, an amount of order $\Gamma$. A finer mesh reduces $W$ and raises $\rho$ in proportion, so this contribution does not shrink. Its sign and size depend on where the nearest pole happens to fall.

At $\omega_0$ and 300 K, meshes of 2048, 6912 and 16384 points give unsmeared values of $-1.62$, $-1.95$ and $-2.43\ \mathrm{cm^{-1}}$. With $s=10\ \mathrm{cm^{-1}}$ they give $-1.76$, $-1.85$ and $-1.83\ \mathrm{cm^{-1}}$. Over 21 frequencies within $40\ \mathrm{cm^{-1}}$ of $\omega_0$, the median change between the two finer meshes is $0.98\ \mathrm{cm^{-1}}$ without smearing and $0.015\ \mathrm{cm^{-1}}$ with it.

The smearing must therefore cover many poles but remain narrower than the structure of the spectrum. On the finest mesh, $s=20$, 10 and $5\ \mathrm{cm^{-1}}$ give $-1.82$, $-1.83$ and $-1.83\ \mathrm{cm^{-1}}$, so the shift at $\omega_0$ is insensitive to $s$ in this interval. This need not hold for a phonon close to a sharp edge of the two-phonon spectrum.

These results suggest an order of work for Gaussian smearing:
\begin{enumerate}
\item Extend the grid to twice the highest phonon frequency plus several $s$, and include negative frequencies or use the folded form of equation (\ref{kk}).
\item Set $h=s/2$.
\item Refine the wave-vector mesh at fixed $s$ until the shift settles.
\item Reduce $s$, refining the mesh again if the result begins to scatter.
\item Add the quartic loop, converged on its own mesh.
\end{enumerate}

\section{A check at zero frequency}

The static response offers a test of bubble and loop together. If $F_{\mathrm{vib}}(Q)$ is the harmonic free energy of the other modes at frozen $Q$, its slope is their mean force. The isothermal static shift is therefore $(\partial^2F_{\mathrm{vib}}/\partial Q^2)/(2\omega_0)$.

One term needs care. For two modes of equal frequency, $n_b-n_a$ vanishes and the pair drops out of the dynamic bubble. In the isothermal response the occupations adjust to the displaced crystal. Setting $\omega=0$ in equation (\ref{direct}) gives $-2W/\Omega$ with $W\propto n_b-n_a$, and the limit of equal frequencies is
\begin{equation}
\frac{n_b-n_a}{\omega_a-\omega_b}\to-\frac{dn}{d\omega}=\frac{\hbar n(n+1)}{k_BT}.
\end{equation}
Each ordered pair of equal frequency, the case $a=b$ included, then adds $-\hbar^2|D'_{ab}|^2n(n+1)/(8\omega_0\omega_a^2k_BT)$.

At 300 K, on a smaller mesh of the same kind, the bubble gives $-2.328$, this elastic term $-0.402$ and the loop $-2.579\ \mathrm{cm^{-1}}$. Their sum, $-5.309\ \mathrm{cm^{-1}}$, agrees with the free-energy curvature to all printed digits. Without the elastic term the comparison would miss by 8\%. At $\omega_0$ the term must be left out, because the pair has no net weight there.

\section{Silicon as a thermometer}

The Raman line of silicon is used to measure temperature in chips. The example uses the Stillinger--Weber potential, an empirical classical force field, with quantum occupations for the phonons. The transform uses 6912 wave vectors, $s=10\ \mathrm{cm^{-1}}$ and $h=5\ \mathrm{cm^{-1}}$.

Near the pole $\omega\simeq\omega_0+\Sigma$, so the amplitude decays as $e^{-\Gamma t}$ and the energy as $e^{-2\Gamma t}$. At 300 K the full linewidth is $2\Gamma=0.85\ \mathrm{cm^{-1}}$ and the lifetime $1/(2\Gamma)$ is 6.2 ps. The last digits are not converged: finer meshes at the same smearing give $0.87\ \mathrm{cm^{-1}}$ and 6.1 ps, and evaluating $\Gamma$ at the shifted frequency lowers that width to $0.84\ \mathrm{cm^{-1}}$. Heating to 400 K changes the fixed-volume shift from $-4.43$ to $-5.50\ \mathrm{cm^{-1}}$, a mean slope of $-0.011\ \mathrm{cm^{-1}/K}$. Finer meshes move both shifts by $+0.02\ \mathrm{cm^{-1}}$ and leave the slope unchanged. The bubble alone would give about a quarter of it.

A free crystal also expands. For bulk modulus $K$ and cell volume $V$, a small change $\epsilon=\Delta V/V$ costs $\frac12KV\epsilon^2$ and changes the vibrational free energy per cell, $f$, by $\epsilon\,\partial f/\partial\ln V$. Minimizing the sum gives
\begin{equation}
\frac{\Delta V}{V}=-\frac1{KV}\frac{\partial f}{\partial\ln V},\qquad
\Delta_{\mathrm{exp}}=\frac{\partial\omega_0}{\partial\ln V}\frac{\Delta V}{V}.
\end{equation}
At 300 K this yields a volume change of 0.498\%, zero-point motion included; direct minimization gives 0.501\%. The expansion shift is $-2.37\ \mathrm{cm^{-1}}$ at 300 K and $-2.78\ \mathrm{cm^{-1}}$ at 400 K. It steepens the slope to $-0.015\ \mathrm{cm^{-1}/K}$.

Two higher-order effects were sized at 300 K. Evaluating the bubble at the shifted frequency changes it by $0.03\ \mathrm{cm^{-1}}$. Rescaling all phonon frequencies by the relative shift of the optical mode changes bubble plus loop by $-0.12\ \mathrm{cm^{-1}}$, about 3\%. This is a rough estimate, not a bound.

Real silicon has its Raman line at roughly $520\ \mathrm{cm^{-1}}$, a room-temperature width of roughly $3\ \mathrm{cm^{-1}}$ and a slope of roughly $-0.02\ \mathrm{cm^{-1}/K}$. The bare model frequency is thus about 14\% above the measured line and the model linewidth is several times too small, so the model's numbers should not calibrate a thermometer. Real devices also break the assumption of a stress-free crystal. In the model, pressure raises the line by $4.7\ \mathrm{cm^{-1}/GPa}$. A hydrostatic pressure of 100 MPa shifts it by $+0.47\ \mathrm{cm^{-1}}$, which the mean free-crystal slope between 300 and 400 K would read as cooling by about 31 K; the local slope at 300 K, about $-0.014\ \mathrm{cm^{-1}/K}$, gives about 33 K. Stress in a film on a substrate is usually not hydrostatic and needs its own coefficients. Free carriers and isotope disorder are also absent from the model. The complete values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
silicon mass: 28.0855 u; bond length: 2.3517 A
bare optical frequency w0: 594.83 cm^-1
highest phonon frequency on mesh: 594.29 cm^-1
smearing sigma: 10.0 cm^-1; production step: 5.0 cm^-1
q points, production mesh k=12: 6912
three-oscillator shift, exact: -1.982949e-05 (units of w0)
three-oscillator shift, formula: -1.983034e-05 (units of w0)
static limit at 300 K, mesh k=6:
  bubble without elastic term: -2.3278 cm^-1
  elastic term: -0.4020 cm^-1
  loop: -2.5793 cm^-1
  sum: -5.30923 cm^-1
  from free-energy curvature: -5.30923 cm^-1
transform minus direct sum (k=8): step, max error, bound
  20.0 cm^-1: 4.27e-01 cm^-1, 4.40e+01 cm^-1
  10.0 cm^-1: 9.48e-03 cm^-1, 6.36e-01 cm^-1
  5.0 cm^-1: 2.08e-09 cm^-1, 1.26e-07 cm^-1
point outside spectrum: 1484.0 cm^-1
  bare sum there: 1.16297 cm^-1
  smearing error, sigma 20: 3.103e-03 cm^-1
  smearing error, sigma 10: 7.711e-04 cm^-1
  ratio of the two: 4.024
bubble at w0, 300 K: mesh k, bare sum, smeared sum
  k=8: -1.622 cm^-1, -1.756 cm^-1
  k=12: -1.949 cm^-1, -1.851 cm^-1
  k=16: -2.426 cm^-1, -1.832 cm^-1
median change k=12 to 16, bare: 0.9777 cm^-1
median change k=12 to 16, smeared: 0.0148 cm^-1
bubble at w0, k=16, sigma 20 cm^-1: -1.816 cm^-1
bubble at w0, k=16, sigma 10 cm^-1: -1.832 cm^-1
bubble at w0, k=16, sigma 5 cm^-1: -1.830 cm^-1
T = 300 K: bubble -1.851, loop -2.579 cm^-1
  bubble + loop: -4.429 cm^-1
  bubble if Gamma is cut at top phonon: 0.876 cm^-1
  Gamma(w0): 0.426 cm^-1; FWHM 0.851 cm^-1
  volume change: 0.4984 %
  expansion shift: -2.367 cm^-1
T = 400 K: bubble -2.129, loop -3.375 cm^-1
  bubble + loop: -5.504 cm^-1
  bubble if Gamma is cut at top phonon: 1.128 cm^-1
  Gamma(w0): 0.535 cm^-1; FWHM 1.070 cm^-1
  volume change: 0.5852 %
  expansion shift: -2.779 cm^-1
bubble + loop at 300 K: -0.5492 meV
lifetime 1/(2 Gamma) at 300 K: 6.236 ps
volume change at 300 K by minimization: 0.5007 %
slope 300-400 K, fixed volume: -0.01075 cm^-1/K
slope 300-400 K, with expansion: -0.01487 cm^-1/K
bulk modulus: 101.4 GPa
pressure coefficient: 4.682 cm^-1/GPa
100 MPa pressure looks like: -31.5 K
bubble change at shifted pole, 300 K: 0.032 cm^-1
rough next-order change, 300 K: -0.118 cm^-1
\end{verbatim}
